# How Vibrational Entropy Rescales a First-Order Ordering Temperature: test program

```python
"""
Result under test: a first-order ordering temperature T0, found with
configurational entropy alone, becomes T0/(1+r) when vibrations are included,
r = (vibrational entropy jump)/(configurational entropy jump), both taken
between the states that coexist at T0 (disordered minus ordered).
Model: fcc A3B alloy, L1_2 order parameter eta, Bragg-Williams approximation.
  V      energy of a nearest-neighbour BB pair;  W = 3V/8 ordering energy
  sigma  vibrational entropy, disordered minus fully ordered, in k per atom
  power  S_vib(eta) - S_vib(0) = -sigma * eta**power, in k per atom
Reduced temperature t = kT/W; free energies in units of W.
"""
import itertools
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.optimize import brentq, minimize_scalar
from scipy.special import entr

K_MEV = k_joule / charge * 1000.0   # Boltzmann constant in meV/K


def occupations(eta):
    return (1 + 3 * eta) / 4, (1 - eta) / 4


def conf_entropy(eta):
    xa, xb = occupations(eta)
    return (entr(xa) + entr(1 - xa)) / 4 + 3 * (entr(xb) + entr(1 - xb)) / 4


def free_energy(eta, t, sigma, power):
    """Free energy relative to the disordered state."""
    ds = conf_entropy(eta) - conf_entropy(0.0) - sigma * eta**power
    return -eta**2 - t * ds


def ordered_state(t, sigma, power):
    """Lowest free energy away from eta = 0, and its order parameter."""
    grid = np.linspace(0.05, 1.0, 400)
    i = int(np.argmin(free_energy(grid, t, sigma, power)))
    lo, hi = grid[max(i - 1, 0)], grid[min(i + 1, len(grid) - 1)]
    best = minimize_scalar(free_energy, bounds=(lo, hi), method="bounded",
                           args=(t, sigma, power), options={"xatol": 1e-10})
    return best.fun, best.x


def transition(sigma, power=2):
    """Coexistence found by direct minimization, without the formula."""
    t = brentq(lambda u: ordered_state(u, sigma, power)[0], 0.5, 6.0,
               xtol=1e-13, rtol=1e-13)
    return t, ordered_state(t, sigma, power)[1]


# Mean-field energy from an explicit count of fcc neighbours
V = 100.0
W = 3 * V / 8
sites = [(0, 0, 0), (1, 1, 0), (1, 0, 1), (0, 1, 1)]
vectors = [v for v in itertools.product((-1, 0, 1), repeat=3)
           if sum(abs(c) for c in v) == 2]
assert len(vectors) == 12


def counted_energy(eta):
    xa, xb = occupations(eta)

    def occ(p):
        return xa if all(c % 2 == 0 for c in p) else xb
    total = sum(occ(s) * occ(tuple(a + b for a, b in zip(s, v)))
                for s in sites for v in vectors)
    return V * total / 2 / len(sites)


for eta in (0.0, 0.3, 0.7, 1.0):
    assert abs(counted_energy(eta) - W * (1 - eta**2)) < 1e-10

# Transition with configurational entropy alone
t0, eta0 = transition(0.0)
jump_conf = conf_entropy(0.0) - conf_entropy(eta0)
full_conf = conf_entropy(0.0) - conf_entropy(1.0)
to_kelvin = W / K_MEV
assert 0.1 < eta0 < 0.99
assert t0 > 1 / full_conf           # frozen full order gives a lower bound


def estimate(sigma, power=2):
    ratio = sigma * eta0**power / jump_conf
    return t0 / (1 + ratio), ratio


# Vibrational entropy linear in energy: formula exact, also for large shifts
sigma_big = 0.1 / eta0**2           # makes the actual vibrational jump 0.1 k
linear = {}
for sigma in (0.1, -0.1, sigma_big):
    t_direct, eta_direct = transition(sigma)
    t_formula, ratio = estimate(sigma)
    assert abs(t_direct / t_formula - 1) < 1e-6
    assert abs(eta_direct - eta0) < 1e-5
    linear[sigma] = (t_direct, t_formula, ratio)

# Quartic vibrational entropy: lower bound and second-order error
quartic = {}
for sigma in (0.1, -0.1):
    t_direct, eta_direct = transition(sigma, 4)
    t_formula, ratio = estimate(sigma, 4)
    assert t_direct > t_formula
    quartic[sigma] = (t_direct, t_formula, eta_direct)
errors = [transition(s, 4)[0] - estimate(s, 4)[0] for s in (0.004, 0.002)]
error_ratio = errors[0] / errors[1]
assert abs(error_ratio - 4) < 0.2

# Entropy jump as temperature derivative of the free-energy difference
t_q, _, eta_q = quartic[0.1]
step = 1e-5
slope = (ordered_state(t_q + step, 0.1, 4)[0]
         - ordered_state(t_q - step, 0.1, 4)[0]) / (2 * step)
jump_total = conf_entropy(0.0) - conf_entropy(eta_q) + 0.1 * eta_q**4
assert abs(slope / jump_total - 1) < 1e-4

# Frozen states with quantum Einstein oscillators, three per atom
hw_ord = 25.0
hw_dis = hw_ord * np.exp(-0.1 / 3)
T_frozen0 = W / (K_MEV * full_conf)
T_frozen = T_frozen0 / (1 + 0.1 / full_conf)


def frozen_difference(T):
    kt = K_MEV * T
    vib = 3 * kt * (np.log(2 * np.sinh(hw_dis / (2 * kt)))
                    - np.log(2 * np.sinh(hw_ord / (2 * kt))))
    return W - kt * full_conf + vib


T_quantum = brentq(frozen_difference, 300.0, 1500.0, xtol=1e-10)
correction = 3 * (hw_dis**2 - hw_ord**2) / (24 * K_MEV * T_frozen)
shift_formula = correction / (K_MEV * (full_conf + 0.1))
shift_direct = T_quantum - T_frozen
assert abs(shift_direct / shift_formula - 1) < 0.03


def percent(new, old):
    return 100 * (new / old - 1)


print(f"BB pair energy V = {V:.1f} meV; ordering energy W = {W:.2f} meV")
print(f"full configurational entropy, A3B = {full_conf:.4f} k per atom")
print("Configurational entropy alone, Bragg-Williams:")
print(f"  kT0/W = {t0:.4f}; T0 = {t0 * to_kelvin:.1f} K")
print(f"  order parameter at transition eta0 = {eta0:.4f}")
print(f"  energy jump = {W * eta0**2:.3f} meV per atom")
print(f"  configurational entropy jump = {jump_conf:.4f} k per atom")
print("Vibrational entropy linear in energy (S_vib varies as eta^2):")
for sigma, (td, tf, ratio) in linear.items():
    print(f"  sigma = {sigma:+.4f} k: vib. jump = {sigma * eta0**2:+.4f} k,"
          f" r = {ratio:+.4f}")
    print(f"    T* direct = {td * to_kelvin:.1f} K, formula ="
          f" {tf * to_kelvin:.1f} K, shift = {percent(td, t0):+.1f} %")
print("Vibrational entropy varying as eta^4:")
for sigma, (td, tf, eta) in quartic.items():
    print(f"  sigma = {sigma:+.1f} k: T* direct = {td * to_kelvin:.1f} K,"
          f" formula = {tf * to_kelvin:.1f} K, eta = {eta:.4f}")
print(f"  error ratio when sigma is halved = {error_ratio:.3f}")
print(f"  entropy jump, sigma=+0.1: from slope {slope:.5f} k,"
      f" from states {jump_total:.5f} k")
print("Frozen states, full order against random mixing, sigma = 0.1 k:")
print(f"  T0 = {T_frozen0:.1f} K; classical T* = {T_frozen:.1f} K")
print(f"  Einstein energies: ordered {hw_ord:.2f} meV,"
      f" disordered {hw_dis:.2f} meV")
print(f"  frequency change on disordering = {percent(hw_dis, hw_ord):.2f} %")
print(f"  quantum T* = {T_quantum:.2f} K; shift direct {shift_direct:.3f} K,"
      f" formula {shift_formula:.3f} K")
print("Shift of T for a vibrational jump of +0.1 k and of -0.1 k:")
for name, s in (("AB full mixing", np.log(2)), ("A3B full mixing", full_conf),
                ("partial jump", 0.3)):
    print(f"  {name}, conf. jump {s:.4f} k: r = {0.1 / s:.4f},"
          f" {percent(1 / (1 + 0.1 / s), 1):+.1f} %,"
          f" {percent(1 / (1 - 0.1 / s), 1):+.1f} %")
print("finished without a failed check")
```

It prints:

```
BB pair energy V = 100.0 meV; ordering energy W = 37.50 meV
full configurational entropy, A3B = 0.5623 k per atom
Configurational entropy alone, Bragg-Williams:
  kT0/W = 2.1871; T0 = 951.7 K
  order parameter at transition eta0 = 0.4636
  energy jump = 8.059 meV per atom
  configurational entropy jump = 0.0983 k per atom
Vibrational entropy linear in energy (S_vib varies as eta^2):
  sigma = +0.1000 k: vib. jump = +0.0215 k, r = +0.2187
    T* direct = 780.9 K, formula = 780.9 K, shift = -17.9 %
  sigma = -0.1000 k: vib. jump = -0.0215 k, r = -0.2187
    T* direct = 1218.2 K, formula = 1218.2 K, shift = +28.0 %
  sigma = +0.4653 k: vib. jump = +0.1000 k, r = +1.0177
    T* direct = 471.7 K, formula = 471.7 K, shift = -50.4 %
Vibrational entropy varying as eta^4:
  sigma = +0.1 k: T* direct = 924.2 K, formula = 909.0 K, eta = 0.2949
  sigma = -0.1 k: T* direct = 1044.0 K, formula = 998.7 K, eta = 0.7875
  error ratio when sigma is halved = 3.950
  entropy jump, sigma=+0.1: from slope 0.04094 k, from states 0.04094 k
Frozen states, full order against random mixing, sigma = 0.1 k:
  T0 = 773.9 K; classical T* = 657.0 K
  Einstein energies: ordered 25.00 meV, disordered 24.18 meV
  frequency change on disordering = -3.28 %
  quantum T* = 655.47 K; shift direct -1.558 K, formula -1.559 K
Shift of T for a vibrational jump of +0.1 k and of -0.1 k:
  AB full mixing, conf. jump 0.6931 k: r = 0.1443, -12.6 %, +16.9 %
  A3B full mixing, conf. jump 0.5623 k: r = 0.1778, -15.1 %, +21.6 %
  partial jump, conf. jump 0.3000 k: r = 0.3333, -25.0 %, +50.0 %
finished without a failed check
```
